# Implicit stress integration for a thermally cycled, creeping oxide scale

A metal plate is held hot in air, cooled, and heated again, many times. Each hot period thickens its oxide scale. New oxide also tries to expand sideways, and cooling strains the scale because oxide and metal contract by different amounts. Creep removes stress quickly at the hot end of the cycle and hardly at all at the cold end. When does the scale store enough elastic energy to spall? The answer requires integration through both regimes, and a time step suited to the cycle may be far longer than the stress relaxation time.

## The mechanical model

Both faces carry equal scales, so the plate stays flat. Per face, let \(h\) be the oxide thickness and \(H\) the metal half-thickness. The in-plane stress is equibiaxial, \(\sigma\) in the oxide and \(\sigma_m\) in the metal, positive in tension. Hooke's law then gives the elastic strain \(\sigma/M\), with \(M=E/(1-\nu)\), Young's modulus \(E\) and Poisson's ratio \(\nu\).

With no external in-plane force,

\[
h\sigma+H\sigma_m=0,\qquad \sigma_m=-\frac hH\,\sigma .
\]

The scale is stress-free with thickness \(h_0\) at the hot temperature \(T_h\), where strains are measured from zero. Lateral growth strain is modelled as \(D(h-h_0)\). Bonding makes the total strains equal:

\[
\frac{\sigma}{M_o}+\alpha_o(T-T_h)+D(h-h_0)+\varepsilon_o^c
=\frac{\sigma_m}{M_m}+\alpha_m(T-T_h)+\varepsilon_m^c .
\]

Here \(\alpha\) is thermal expansion and \(\varepsilon^c\) creep strain. Insert \(\sigma_m\), collect the stresses on the left, and define \(\Delta\alpha=\alpha_o-\alpha_m\):

\[
C\sigma=g-\varepsilon_o^c+\varepsilon_m^c,\qquad
C(h)=\frac1{M_o}+\frac{h}{HM_m},
\]
\[
g=-\Delta\alpha(T-T_h)-D(h-h_0).
\]

The creep laws, with coefficients defined for equibiaxial loading, are

\[
\dot\varepsilon_o^c=A_o(T)|\sigma|^{n-1}\sigma,\qquad
\dot\varepsilon_m^c=A_m(T)|\sigma_m|^{q-1}\sigma_m ,
\]

with \(n,q\ge1\). Since \(\sigma_m\) has the opposite sign to \(\sigma\), the metal rate equals \(-A_m(h/H)^q|\sigma|^{q-1}\sigma\). Differentiation therefore gives

\[
\frac{d(C\sigma)}{dt}=\dot g-F,\qquad
F=A_o|\sigma|^{n-1}\sigma+A_m\left(\frac hH\right)^q|\sigma|^{q-1}\sigma .
\]

Creep of either layer relaxes the stress. The derivative acts on the product \(C\sigma\), because thickening changes the compliance.

The model takes \(H\) as constant, which requires \(h\ll H\), and moduli and expansion coefficients as independent of temperature. New oxide joins the scale at the scale's current stress. If it joined stress-free, layers of different age would carry different stresses, and one \(\sigma\) would not suffice for nonlinear creep. Cracking and buckling are absent.

## Thickening without a time-step error

Parabolic oxidation obeys \(d(h^2)/dt=k(T)\), with

\[
k(T)=k_h\exp\left[-Q\left(\frac1T-\frac1{T_h}\right)\right],
\]

where \(Q\) is the activation energy divided by Boltzmann's constant. During a hold, \(h^2\) grows by \(k\Delta t\). On a linear ramp, \(dt=dT/\dot T\), and the integral follows from

\[
\int e^{-Q/T}dT=Te^{-Q/T}-Q\,E_1(Q/T),\qquad
E_1(x)=\int_x^\infty\frac{e^{-u}}u\,du .
\]

To verify it, differentiate the right side. The first term gives \(e^{-Q/T}(1+Q/T)\). Since \(E_1'(x)=-e^{-x}/x\) and \(d(Q/T)/dT=-Q/T^2\), the second gives \(-(Q/T)e^{-Q/T}\). Their sum is \(e^{-Q/T}\). Thickness thus has no discretization error, and the error analysis concerns stress alone.

## The implicit update

Let subscripts 0 and 1 denote the ends of a step \(\Delta t\). Integrate the stress equation over the step, keep the increments of \(C\sigma\) and \(g\) exact, and evaluate creep at the end. The new stress \(s\) satisfies

\[
C_1s+a|s|^{n-1}s+b|s|^{q-1}s=R,
\]
\[
R=C_0\sigma_0+g_1-g_0,\quad a=\Delta t\,A_o(T_1),\quad
b=\Delta t\,A_m(T_1)(h_1/H)^q .
\]

The left side is continuous, odd, strictly increasing and unbounded, so there is one root for every step size, and it has the sign of \(R\). It suffices to solve for \(R>0\).

At the root each of the three positive terms is at most \(R\). Hence \(R/C_1\), \((R/a)^{1/n}\) and \((R/b)^{1/q}\) are upper bounds, where a bound with a zero coefficient is omitted. Start Newton's method from the smallest. There each term is still at most \(R\), so the left side is at most \(3R\). Dividing \(s\) by three divides each term by at least three, because the exponents are at least one. The starting value is therefore no more than three times the root.

Let \(P(s)\) be the left side minus \(R\). For \(s>0\) it is increasing and convex, so its tangent lies on or below its graph. At \(s=0\) the tangent is therefore at most \(P(0)=-R<0\), so its zero, which is the next iterate, is positive. Hence

\[
0=P(s_j)+P'(s_j)(s_{j+1}-s_j)\le P(s_{j+1}).
\]

The iterate cannot fall below the root. Since \(P(s_j)\ge0\), it also cannot exceed \(s_j\). The sequence descends to the root without damping.

One step of the algorithm is then:

1. Advance \(h^2\) by the integral of \(k\), and evaluate \(C_1\) and \(g_1\).
2. Form \(R\), \(a\) and \(b\).
3. Solve for \(|s|\) by Newton's method from the smallest bound and restore the sign of \(R\).
4. Store \(C_1s\) and \(g_1\) for the next step.

Steps should end at the corners of the temperature programme.

## Stability and convergence

Take two numerical solutions with the same temperature and thickness history but different stresses, and let \(\delta\) denote their difference. Subtracting their updates gives

\[
C_1\delta\sigma_1+\Delta t\,\delta F_1=C_0\delta\sigma_0 .
\]

Because \(F\) increases with stress, \(\delta F_1\) has the sign of \(\delta\sigma_1\). The two terms on the left cannot cancel, so

\[
|C_1\delta\sigma_1|\le|C_0\delta\sigma_0|
\]

for any step size. This was tested with four steps per segment and initial stresses 1000 MPa apart.

For the convergence error, write \(y=C\sigma\) and regard \(F\) as a function of \(t\) and \(y\). Integration by parts along the exact solution gives

\[
\int_{t_0}^{t_1}F\,dt=\Delta t\,F_1-\tau,\qquad
\tau=\int_{t_0}^{t_1}(t-t_0)\dot F\,dt .
\]

The exact solution therefore satisfies the numerical update with an additional \(\tau\) on the right. Let \(e\) be the numerical minus the exact value of \(y\). Subtraction gives

\[
e_1+\Delta t\,[F(t_1,y_1+e_1)-F(t_1,y_1)]=e_0-\tau .
\]

By the sign argument above, \(|e_1|\le|e_0|+|\tau|\). Since \(t-t_0\le\Delta t\), summing over all steps from \(e=0\) yields

\[
|e(t)|\le\Delta t_{\max}\int_0^t|\dot F|\,dt' .
\]

The error is at most the largest step times the total variation of the creep rate. No factor grows exponentially with the stiffness. Dividing by \(C\) converts the bound to stress. The bound ignores the damping of earlier errors and grows with every cycle. It proves convergence but does not estimate the error: in the example below, with 200 steps per segment, it exceeds 4000 MPa by cycle 40, while the actual errors stay below 5 MPa.

Where the solution is smooth, \(\tau=\tfrac12\Delta t^2\dot F\) to leading order. Dividing the error equation by \(\Delta t\) then gives

\[
\dot e=-\frac{\partial F}{\partial y}e-\frac{\Delta t}{2}\dot F .
\]

The leading error is proportional to \(\Delta t\), and creep damps errors made earlier. If all steps are halved together, the combination \(2\sigma_{\Delta t/2}-\sigma_{\Delta t}\) cancels this term.

Smallness of the error is a separate matter from stability. For linear creep at constant \(C\) and \(g\), put \(z=A_o\Delta t/C\) and omit metal creep. Backward Euler gives \((1+z)s=\sigma_0\). The trapezoidal rule averages the creep rates at both ends and gives \((1+z/2)s=(1-z/2)\sigma_0\). Thus

\[
\left(\frac{s}{\sigma_0}\right)_{\rm Euler}=\frac1{1+z},\qquad
\left(\frac{s}{\sigma_0}\right)_{\rm trap}=\frac{1-z/2}{1+z/2}.
\]

The exact factor is \(e^{-z}\). At \(z=100\), an initial 100 MPa becomes 0.99 MPa with backward Euler and \(-96\) MPa with the trapezoidal rule, while the exact result is practically zero. The trapezoidal rule is stable here, yet it turns relaxed tension into compression. This reversal needs \(z>2\). In the example below, 200 steps per segment keep the corresponding quantity \(\Delta t\,(\partial F/\partial\sigma)/C\) below 1, and there the trapezoidal rule is the more accurate, with a root-mean-square error of about 0.07 MPa against 2.25 MPa. The advantage of backward Euler is its behaviour at large \(z\), not its accuracy at resolved steps.

## Elastic and relaxed limits

Without creep, the update is \(C_1\sigma_1-g_1=C_0\sigma_0-g_0\). This difference starts at zero and remains zero, so

\[
\sigma=\frac gC
\]

at every step end, whatever the step size. With one step per segment, the result agreed with a separate solution of the force balance to a relative difference below \(10^{-9}\).

"Fully relaxed" has two meanings. If creep is fast at all temperatures, the stress is small and \(F\) must balance \(\dot g\). When oxide creep dominates,

\[
|\sigma|\simeq\left(\frac{|\dot g|}{A_o}\right)^{1/n},
\]

with the sign of \(\dot g\). The stress vanishes as \(A_o\to\infty\).

If instead creep is complete at \(T_h\) but absent below it, the stress is zero when cooling starts. Elastic cooling to \(T_c\) then leaves

\[
C\sigma_c=\Delta\alpha(T_h-T_c)-D(h_c-h_h),
\]

where \(h_h\) and \(h_c\) are the thicknesses at the start and end of cooling. Earlier growth strain has been forgotten, but the thermal mismatch remains. A scale relaxed in every dwell can therefore be highly stressed when cold.

## Energy available for spalling

The elastic energy density in equibiaxial stress is \(\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=\sigma^2/M\). If both scales detach completely, oxide and metal unload, releasing per face

\[
W=\frac{h\sigma^2}{M_o}+\frac{H\sigma_m^2}{M_m}
=h\sigma^2\left(\frac1{M_o}+\frac h{HM_m}\right)=hC\sigma^2 .
\]

The second equality uses \(\sigma_m=-(h/H)\sigma\). If detachment costs \(\Gamma\) per unit area, \(W\ge\Gamma\) is necessary for this event. It is not sufficient, since a crack must also start and find a path. Loss of one scale alone would bend the plate and release a different energy. In the example below it is 4 to 5 % larger than \(W\) between cycles 20 and 40 and reaches \(\Gamma\) two cycles earlier, so \(W\ge\Gamma\) does not mark the earliest energetically allowed spalling.

## Forty cycles

The following round parameters describe no particular material. The moduli are \(M_o=5.0\times10^5\) MPa and \(M_m=2.5\times10^5\) MPa, with \(H=100\) µm, \(h_0=0.5\) µm, \(\Delta\alpha=-6.0\times10^{-6}\) K\(^{-1}\) and \(D=10^{-3}\) µm\(^{-1}\). Each cycle has a 1 h dwell at 1400 K, cooling to 300 K in 0.25 h, and equally fast reheating. At 1400 K, \(k=0.2\) µm\(^2\)/h. At the same temperature the oxide creeps at 0.01 h\(^{-1}\) under 100 MPa with \(n=2\), and the metal at 0.1 h\(^{-1}\) under 10 MPa with \(q=4\). Activation energies divided by Boltzmann's constant are 40000 K for oxidation, 50000 K for oxide creep and 35000 K for metal creep. The threshold is \(\Gamma=40\) J/m\(^2\).

At the last cold point \(h=2.90\) µm, so

\[
C=\frac1{5.0\times10^5}+\frac{2.90}{100(2.5\times10^5)}
=2.116\times10^{-6}\ \mathrm{MPa}^{-1}.
\]

The elastic limit combines thermal and accumulated growth strain:

\[
\sigma=\frac{-6.0\times10^{-6}(1100)-10^{-3}(2.40)}{2.116\times10^{-6}}
\simeq-4250\ \mathrm{MPa}.
\]

Dropping the growth term gives the hot-relaxed value, about \(-3120\) MPa; growth during cooling is negligible here. The full calculation gives \(-2957\) MPa. Growth strain changes the cold stress by \(-1135\) MPa in the elastic limit but by only about \(-1\) MPa when creep acts.

The full result lies below the hot-relaxed one in magnitude because creep continues during early cooling. An effective freezing temperature, \(T_c+C|\sigma_c|/|\Delta\alpha|\), expresses this relief. In cycle 10 it is 1375 K, and with ramps ten times slower it is 1305 K. Slower ramps also grow more oxide, so this comparison does not isolate cooling time.

The same relief appears with opposite sign after reheating. At the last cold point \(C|\sigma_c|=6.26\times10^{-3}\), which is \(3.4\times10^{-4}\) less than the thermal mismatch of \(6.60\times10^{-3}\). Elastic reheating would turn this deficit into about 160 MPa of tension. The calculated value is 150 MPa with 800 steps per segment and 151 MPa in the limit of small steps, but this closeness is accidental. During reheating, creep acts first in compression, which adds to the later tension, and then in tension, which removes some of it; in cycle 40 these contributions are about \(+51\) and \(-62\) MPa. In cycle 1 the same elastic estimate is about 63 MPa, while the calculated value is 89 MPa with 800 steps and 90 MPa in the limit of small steps.

The next dwell must remove that tension before growth can establish compression. For the last dwell, the balance stress has magnitude

\[
s_b=\sqrt{\frac{Dk}{2hA_o}}
=\sqrt{\frac{10^{-3}(0.2)}{2(2.90)10^{-6}}}\simeq5.9\ \mathrm{MPa}.
\]

With \(h\) fixed and metal creep neglected, \(C\dot\sigma=-A_o(\sigma^2+s_b^2)\) while \(\sigma>0\). Separating variables from 150 MPa to zero gives

\[
t_0=\frac{C}{A_os_b}\arctan\frac{150}{s_b}\simeq0.55\ \mathrm h .
\]

In compression the equation becomes \(C\dot\sigma=A_o(\sigma^2-s_b^2)\), whose solution is \(\sigma=-s_b\tanh[A_os_b(t-t_0)/C]\). At \(t=1\) h this is about \(-5.0\) MPa, as in the full calculation. The dwell ends before the creep balance is reached.

The cold compression falls from 3193 MPa in cycle 1 to 2957 MPa in cycle 40. The larger \(C\) of the thicker scale accounts for part of the fall. Metal creep accounts for another part: without it the last cold compression is 3060 MPa. Nevertheless \(W\) rises, because \(h\) grows faster than \(C\sigma^2\) falls. At the end,

\[
W=2.90(2.116\times10^{-6})(2957)^2\simeq54\ \mathrm{J/m^2},
\]

where 1 µm MPa equals 1 J/m\(^2\). The threshold is first reached in cycle 20. The elastic limit puts this in cycle 10 and the hot-relaxed limit in cycle 17. Two of these counts are marginal: \(W\) is already 39.98 J/m\(^2\) in cycle 19 of the full calculation and 39.94 J/m\(^2\) in cycle 9 of the elastic limit, so lowering \(\Gamma\) by 0.2 % moves both one cycle earlier.

With 200, 400 and 800 steps per segment, the root-mean-square stress errors over all segment ends are 2.25, 1.14 and 0.58 MPa, relative to an adaptive integration of the same equations. The last halving reduces the error by a factor of 1.99, as expected at first order. Extrapolation from the two finer runs lowers it to about 0.01 MPa. This is numerical accuracy within the model; it does not measure the uncertainty of the creep laws or of \(\Gamma\). The remaining values are in the numerical output.

## Calculated quantities

```
Moduli M oxide, metal: 500000, 250000 MPa
Metal half-thickness, initial oxide: 100, 0.5 um
Expansion difference oxide - metal: -6.0e-06 1/K
Lateral growth strain D: 1.0e-03 1/um
k at hot temperature: 0.2 um^2/h; activation 40000 K
Oxide creep: 0.01 1/h at 100 MPa, n=2, activation 50000 K
Metal creep: 0.1 1/h at 10 MPa, q=4, activation 35000 K
Hot, cold temperature: 1400, 300 K
Dwell, each ramp: 1.0, 0.25 h; cycles: 40
Spall energy threshold Gamma: 40 J/m^2
Full calculation, 800 steps per segment:
cycle | h cold um | dwell end MPa | cold MPa | reheated MPa | W J/m^2
    1 | 0.6724 | -12.32 | -3193.2 | 88.9 | 13.90
   10 | 1.5132 | -8.04 | -3129.1 | 98.9 | 30.53
   20 | 2.0812 | -6.59 | -3069.4 | 118.6 | 40.85
   30 | 2.5245 | -5.67 | -3011.7 | 137.2 | 48.11
   40 | 2.9008 | -4.97 | -2957.5 | 149.7 | 53.69
Compliance C at last cold point: 2.1160e-06 1/MPa
Last cold stress, adaptive solver: -2957.18 MPa
Last cold stress, extrapolated: -2957.18 MPa
Last cold stress, elastic limit: -4253.6 MPa
Last cold stress, hot-relaxed limit: -3119.2 MPa
First cycle with W >= Gamma, full: 20
First cycle with W >= Gamma, elastic: 10
First cycle with W >= Gamma, hot-relaxed: 17
Growth strain effect on last cold stress, full: -1.13 MPa
Growth strain effect, elastic: -1134.6 MPa
Last cold stress without metal creep: -3060.4 MPa
Freezing temperature, cycle 10, ramp 0.25 h: 1374.6 K
Freezing temperature, cycle 10, ramp 2.5 h: 1305.1 K
RMS stress error, 200 steps per segment: 2.2545 MPa
RMS stress error, 400 steps per segment: 1.1423 MPa
RMS stress error, 800 steps per segment: 0.5750 MPa
Error ratio 400 to 800 steps: 1.987
RMS stress error after extrapolation: 0.00867 MPa
Largest Newton count, 800 steps: 4
Largest relative elastic error, one step: 6.8e-10
Cold stress, creep 1e10 faster at all T: -0.00162 MPa
Creep balance for that stress: -0.00162 MPa
First cold stress change from -1000 MPa initial stress: 0.000 MPa
Stiff step z=100 from 100 MPa, Euler: 0.990 MPa
Same stiff step, trapezoidal: -96.078 MPa
Same stiff step, exact: 3.7e-42 MPa
```
